\section*{Reaction-energy errors from neglected weak pairs in local coupled cluster, part 1}

(Sections cited here and not found follow in the second part.)

\section*{A percentage and an energy difference}

Q: My local coupled-cluster calculations recover at least 99.9 percent of the canonical correlation energy in the same basis. I take that to mean that my reaction energies lie within 1 kcal/mol of the canonical ones. Is anything wrong with that?

A: It holds below a certain size and guarantees nothing above it. Let $E_c<0$ be the canonical correlation energy of a structure and $E_{\rm loc}$ the local one, with the same Hartree--Fock reference. Define the recovery $f=E_{\rm loc}/E_c$ and the error
\begin{equation}
\delta=E_{\rm loc}-E_c=(f-1)E_c=(1-f)\,|E_c| .
\end{equation}
For a reaction $A\to B$ the Hartree--Fock parts are untouched, so the error of the reaction energy, relative to the canonical method, is $\delta_B-\delta_A$. If all you know is $0\le 1-f\le10^{-3}$ on both sides, the extremes have one side exact and the other at the limit:
\begin{equation}
-10^{-3}|E_{c,A}|\;\le\;\delta_B-\delta_A\;\le\;10^{-3}|E_{c,B}| .
\end{equation}
With $1\,E_h=627.509$ kcal/mol, 1 kcal/mol is $1.5936\times10^{-3}\,E_h$, and the bound reaches it at $|E_c|=1.59\,E_h$. An ammonia molecule has $E_c=-0.128\,E_h$ in frozen-core CCSD/6-31G, so about twelve of them exhaust the guarantee in this basis; a larger basis recovers more correlation energy and lowers the count.

Q: That is a bound. Both sides hold the same electrons, so the errors should cancel.

A: Add and subtract $(1-f_B)|E_{c,A}|$:
\begin{equation}
\delta_B-\delta_A=(f_A-f_B)\,|E_{c,A}|+(1-f_B)\bigl(|E_{c,B}|-|E_{c,A}|\bigr).
\label{eq:split}
\end{equation}
The second term is at most a thousandth of the correlation part of the reaction energy. The first is the one that matters: cancellation needs the two recoveries to be equal to within $1.59\times10^{-3}E_h/|E_c|$, a demand that tightens with size. Whether they are depends on what is thrown away on each side.

\section*{What is dropped, and its sign}

Q: Then say exactly what is thrown away.

A: Take a closed shell, real orbitals, occupied $i,j,k$, virtual $a,b$, and $K_{ij}^{ab}=(ia|jb)$. Projecting the Schr\"odinger equation on the reference gives $E_c=\frac14\sum\langle IJ\|AB\rangle\tau_{IJ}^{AB}$ over spin orbitals, where $\tau$ is the coefficient of the double excitation in $e^T$; the term linear in the singles vanishes by Brillouin's theorem. Let $\tau_{ij}^{ab}=T_{ij}^{ab}+t_i^at_j^b$ be the opposite-spin coefficient. The four opposite-spin arrangements cancel the factor $\frac14$ and give $\sum K\tau$. In a singlet the same-spin coefficient is $\tau^{ab}_{ij}-\tau^{ba}_{ij}$, so each spin gives $\frac14\sum(K^{ab}-K^{ba})(\tau^{ab}-\tau^{ba})=\frac12\sum K^{ab}(\tau^{ab}-\tau^{ba})$ after relabelling $a\leftrightarrow b$. The total is
\begin{equation}
E_c=\sum_{ij}e_{ij},\qquad e_{ij}=\sum_{ab}\bigl(2\tau_{ij}^{ab}-\tau_{ij}^{ba}\bigr)K_{ij}^{ab}.
\end{equation}
An orthogonal rotation $U$ of the occupied orbitals transforms $\tau$ and $K$ alike on $i$ and $j$, so the sum is unchanged. In localized orbitals $e_{ij}+e_{ji}$ is the energy of a pair at a definite distance. I treat one approximation: $T_{ij}=0$ for a weak set $W$ of pairs (containing $ji$ with $ij$), with the full virtual space and the full Hamiltonian. Truncation of the virtual space to domains or pair natural orbitals is a further error that I do not compute.

Q: Could the errors not scatter in sign and cancel within one molecule?

A: For MP2 the total is provably non-negative. In canonical orbitals the first-order equation is $K+(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)T=0$. Rotating $i$ and $j$ turns the diagonal occupied energies into the matrix $F=U^{T}\varepsilon U$, so
\begin{equation}
R[T]=K+DT=0,\qquad (DT)_{ij}^{ab}=(\varepsilon_a+\varepsilon_b)T_{ij}^{ab}-\sum_k\bigl(F_{ik}T_{kj}^{ab}+F_{jk}T_{ik}^{ab}\bigr).
\end{equation}
Define $\langle X,Y\rangle=\sum(2X^{ab}_{ij}-X^{ba}_{ij})Y^{ab}_{ij}$, so that $E_c=\langle T,K\rangle$. Splitting $X$ into parts symmetric and antisymmetric in $ab$ gives $\langle X,X\rangle=|X_s|^2+3|X_a|^2$, a positive metric. The operator $D$ is symmetric, commutes with the exchange $a\leftrightarrow b$, and has the eigenvalues $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, positive when there is a gap; it is therefore self-adjoint and positive in this metric. Insert $K=-DT$ in the Hylleraas functional and complete the square:
\begin{align}
\mathcal H[X]&=2\langle X,K\rangle+\langle X,DX\rangle=-2\langle X,DT\rangle+\langle X,DX\rangle\nonumber\\
&=\langle X-T,D(X-T)\rangle-\langle T,DT\rangle=\langle X-T,D(X-T)\rangle+E_c .
\end{align}
The local solution has $T_{\rm loc}=0$ on $W$ and $R[T_{\rm loc}]=0$ on the kept pairs. The metric never mixes pairs, so $\langle T_{\rm loc},R[T_{\rm loc}]\rangle=0$ pair by pair, and $\mathcal H[T_{\rm loc}]=\langle T_{\rm loc},K\rangle+\langle T_{\rm loc},R\rangle=E_{\rm loc}$. With $\Delta=T_{\rm loc}-T$,
\begin{equation}
\delta=\langle\Delta,D\Delta\rangle\ge0,
\label{eq:pos}
\end{equation}
with equality only if the dropped amplitudes were zero. Further, $D\Delta=DT_{\rm loc}+K=R[T_{\rm loc}]$ lives on $W$ alone, where $\Delta=-T$. Hence
\begin{equation}
\delta=-\sum_{ij\in W}e_{ij}-\bigl\langle T_W,(DT_{\rm loc})_W\bigr\rangle .
\label{eq:pairs}
\end{equation}
The error is the dropped pair energy plus a coupling through the off-diagonal Fock elements that link a weak pair to a kept one.

Q: And why extensive?

A: Place two subsystems so far apart that all integrals and Fock elements between them vanish, with orbitals localized on one or the other. Then $H=H_A+H_B$, and $T=T_A+T_B$ solves the amplitude equations, in MP2 and in coupled cluster, with or without the pairs of $W$ set to zero. Thus $\delta=\delta_A+\delta_B$ and $E_c=E_{c,A}+E_{c,B}$: for $n$ copies $f$ is constant while $\delta$ grows as $n$. At large finite distance $R$, a pair with $i$ on $A$ and $j$ on $B$ couples the transition densities $\phi_i\phi_a$ and $\phi_j\phi_b$. They carry no charge, since the orbitals are orthogonal, so the leading term is dipole--dipole, $K\propto R^{-3}$, $T\propto K$, and the doubles part of $e_{ij}$, which is all of it in MP2 and is the part that is dropped, falls off as $R^{-6}$, with a sum over the pairs between $A$ and $B$ that is negative in MP2. In CCSD the product $t_i^at_j^b$ in $\tau$ does not decay with $R$ and adds to $e_{ij}$ a term $\propto R^{-3}$, which survives the sum over pairs when both subsystems are polar; setting $T_{ij}=0$ leaves that term in place.

\section*{Ammonia chains}

Q: Show me that in a real calculation.

A: Stack NH$_3$ molecules head to tail along the threefold axis, N--N distance 4.5~\AA, at a fixed geometry near equilibrium (N--H 1.01~\AA, angle $107^\circ$). The level is frozen-core MP2 and CCSD in the 6-31G basis without counterpoise correction, which serves to show the mechanism and is too small a basis for a physical binding energy. The valence orbitals are Boys-localized, and pairs whose centroids lie more than 5 bohr apart are dropped; these are exactly the intermolecular pairs. In CCSD the singles are kept in full. The numerical check asserts that the localized MP2 equations reproduce canonical MP2, that Eqs.~(\ref{eq:pos}) and (\ref{eq:pairs}) hold to $10^{-10}E_h$, that the CCSD pair energies add up to the CCSD energy, and that the dimer's CCSD energy is the same in localized and canonical orbitals. Two dimers 60~\AA\ apart have $2.00000$ times the MP2 error of one. The dimer's MP2 error is $3.572\times10^{-7}E_h$ at 10~\AA\ and $4.767\times10^{-8}E_h$ at 14~\AA, a logarithmic slope of $-5.99$. Both are asserted tests.

The dimer loses $4\times4=16$ pairs, the largest $6.2\times10^{-6}E_h$, against $9.2\times10^{-3}E_h$ for the smallest kept pair of distinct orbitals, so the dropped ones lie three orders of magnitude below the kept ones. In MP2, $\delta=4.78\times10^{-5}E_h$ and $-\sum_We=4.75\times10^{-5}E_h$; the coupling term of Eq.~(\ref{eq:pairs}) is under one percent of $\delta$. In CCSD, $\delta=5.17\times10^{-5}E_h$ and $-\sum_We=5.76\times10^{-5}E_h$, so the true error is 10 percent below the weak-pair sum (which here also contains the products $t_i^at_j^b$, not dropped by the local scheme). By the energy formula, which is linear in $T$ at fixed singles, the difference consists of these products and of the change in the kept amplitudes and singles once the weak amplitudes are removed; the program does not print the two separately. The recovery is
\begin{equation}
f=1-\frac{5.172\times10^{-5}}{0.256718}=99.980\ \text{percent}.
\end{equation}

Q: That is an error of 0.03 kcal/mol. You are making my case.

A: For a dimer, yes. Look at where the error goes. The monomer has no dropped pair, so its $\delta$ is zero and $f=1$. In $n\,\mathrm{NH_3}\to(\mathrm{NH_3})_n$ nothing on the left cancels the error on the right. It is $0.0325$ kcal/mol for the dimer, 2.6 percent of the canonical association energy of $-1.270$ kcal/mol, and $0.0655$ kcal/mol for the trimer, 2.4 percent of $-2.748$ kcal/mol. The correlation part of the dimer's association energy is $-0.256718+2(0.128356)\approx-6\times10^{-6}E_h$, far smaller than $\delta$: the weak pairs are nearly offset by a change of the intramolecular pairs, and dropping them reverses the sign of the correlation contribution. This near-cancellation is a result for 6-31G without counterpoise correction and was not tested in another basis.

The trimer error is $2.019$ times the dimer error, near the rough estimate $2+1/64=2.016$ for two unchanged contacts plus one pair of molecules at double distance with a pure $R^{-6}$ law, neither of which holds exactly at this range; the assertion is only that the ratio lies within $0.2$ of 2. The third molecule costs $1.0444\times10^{-4}-0.5172\times10^{-4}=5.27\times10^{-5}E_h$ and brings $0.385067-0.256718=0.128349\,E_h$ of correlation; if every further molecule does the same, $f$ tends to about $99.959$ percent in a long chain. Extrapolating linearly, which is an estimate and no computation, $(1.5936\times10^{-3}-5.172\times10^{-5})/5.272\times10^{-5}=29.2$ further molecules are needed, and the association error passes 1 kcal/mol at $n=32$. This number is not converged with basis: 6-31G has no polarization or diffuse functions and underestimates dispersion, so a larger basis is expected to give larger weak-pair energies and a shorter chain; no second basis was run.

\section*{A model that coupled cluster solves exactly}

Q: I would like a large case actually solved, and a proof for coupled cluster, which is not variational.

A: Take $N$ isotropic three-dimensional oscillators of unit mass, frequency $\omega$ and charge $q$ (atomic units). A field $\mathcal E$ displaces one by $q\mathcal E/\omega^2$, so the polarizability is $\alpha=q^2/\omega^2$. The dipoles interact through $\mathcal T_{ij}=(\mathbf 1-3\mathbf n\mathbf n^T)/R_{ij}^3$, with $\mathbf n$ the unit vector between beads and $\mathcal T_{ii}=0$. The potential is $\frac12x^T\omega^2(1+\alpha\mathcal T)x$ in the $3N$ coordinates. If $1+\alpha\mathcal T$ is positive definite, the normal modes give
\begin{equation}
E_{\rm disp}=\tfrac12\sum_k\Omega_k-\tfrac32N\omega,\qquad \Omega_k^2=\text{eigenvalues of }\omega^2(1+\alpha\mathcal T).
\end{equation}
Put $x_p=(a_p+a_p^\dagger)/\sqrt{2\omega}$. The coupling becomes $\frac12\sum B_{pq}(a_p+a_p^\dagger)(a_q+a_q^\dagger)$ with $B=\frac12\alpha\omega\mathcal T$. Normal ordering adds $\frac12\operatorname{tr}B=0$, so with $A=\omega+B$
\begin{equation}
H-\tfrac32N\omega=\sum A_{pq}a_p^\dagger a_q+\tfrac12\sum B_{pq}\bigl(a_pa_q+a_p^\dagger a_q^\dagger\bigr).
\end{equation}
The vacuum is the reference and has zero interaction energy, so $E_{\rm disp}$ is pure correlation. Take $S=\frac12\sum T_{pq}a_p^\dagger a_q^\dagger$ with symmetric $T$. Then $e^{-S}a_pe^{S}=a_p+(Ta^\dagger)_p$, and $a^\dagger$ is unchanged. Acting on the vacuum, the $A$ term gives $a^\dagger ATa^\dagger=\frac12a^\dagger(AT+TA)a^\dagger$, because creation operators commute. The $aa$ term gives $\frac12B_{pq}[a_p+(Ta^\dagger)_p](Ta^\dagger)_q|0\rangle$, that is $\frac12\operatorname{tr}BT+\frac12a^\dagger TBTa^\dagger$. Together,
\begin{equation}
e^{-S}\bigl(H-\tfrac32N\omega\bigr)e^{S}|0\rangle=\tfrac12\operatorname{tr}(BT)\,|0\rangle+\tfrac12a^\dagger R[T]\,a^\dagger|0\rangle,
\end{equation}
with $R[T]=B+AT+TA+TBT$. No higher excitation appears, so $R[T]=0$, the ring-CCD equation, yields an exact eigenstate with $E=\frac12\operatorname{tr}BT$; the solution with $T\to0$ as $B\to0$ is the ground state. The program asserts agreement with the normal modes to $10^{-11}E_h$ for 27 beads. At lowest order $B+2\omega T=0$ and $E^{(2)}=-\operatorname{tr}B^2/4\omega$. Each pair appears twice in the trace, and $\mathcal T_{ij}$ has eigenvalues $(-2,1,1)/R^3$, whose squares sum to $6/R^6$, so
\begin{equation}
e^{(2)}_{ij}=-\frac{1}{4\omega}\cdot2\cdot\frac{\alpha^2\omega^2}{4}\cdot\frac{6}{R^6}=-\frac{C_6}{R^6},\qquad C_6=\tfrac34\alpha^2\omega .
\end{equation}
The local scheme sets the $3\times3$ block $T_{ij}$ to zero when $C_6/R_{ij}^6<\tau$ and solves $R=0$ on the other blocks, the on-site ones included.

So far, a fixed recovery percentage has been shown to guarantee 1 kcal/mol only below a certain size, the error from dropped weak pairs has been shown to be extensive, and an oscillator model that ring-CCD solves exactly has been set up. What remains is to find the sign of the error in that model, to see when it cancels between the two sides of a reaction and when it does not, as in folding, and to test how far weak-pair estimates repair it.
